# Finding the grain-boundary reflection coefficient from a film's resistivity: a program that tests the result

```python
# Result under test: the Mayadas-Shatzkes grain-boundary formula
#   rho0/rho = F(alpha) = 3*(1/3 - alpha/2 + alpha^2 - alpha^3*ln(1+1/alpha)),
#   alpha = (lam/D)*R/(1-R)   (usual convention),
# inverted for D = lam and rho/rho0 = 2.38, gives R close to 0.5.
# rho0, lam: bulk resistivity and mean free path; D: boundary spacing;
# R: reflection parameter of the usual convention; c: direction cosine
# along the current. For delta-function planes with normal-incidence
# reflection probability R_N and r = R_N/(1-R_N), reflection counting
# gives alpha = 2*(lam/D)*r, which is tested with a kinetic equation.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq


def F(alpha):
    return 3 * (1/3 - alpha/2 + alpha**2 - alpha**3 * np.log(1 + 1/alpha))


def F_slope(alpha):
    return 3 * (-0.5 + 2*alpha - 3*alpha**2 * np.log(1 + 1/alpha)
                + alpha**2 / (1 + alpha))


def infer_alpha(ratio):
    return brentq(lambda a: F(a) - 1/ratio, 1e-9, 50, xtol=1e-13)


def infer_R(ratio, D_over_lam):
    q = infer_alpha(ratio) * D_over_lam
    return q / (1 + q)


def barrier_reflection(r, c):
    """Wave reflection by a thin finite barrier; wave number c in units kF."""
    width = 1e-5
    inside = 2*np.sqrt(r)/width - c**2
    back = expm(-width * np.array([[0, 1], [inside, 0]]))
    psi, dpsi = back @ np.array([1, 1j*c])
    return abs((psi - dpsi/(1j*c)) / (psi + dpsi/(1j*c)))**2


def kinetic_ratio(r, D_over_lam, cells=40, angles=16):
    """rho/rho0 from the kinetic equation with separate periodic planes.

    Isotropic density-conserving background scattering; lengths in lam;
    the electrochemical potential falls by 1 per period.
    """
    x, w = np.polynomial.legendre.leggauss(angles)
    cosines, weights = (x + 1)/2, w/2
    h = D_over_lam / cells
    n = cells + 1
    K = np.zeros((cells, cells))
    drive = np.zeros(cells)
    flux_row, flux_drive = np.zeros(cells), 0.0
    j = np.arange(cells)
    for c, weight in zip(cosines, weights):
        refl = r / (r + c**2)
        trans = 1 - refl
        A = np.zeros((2*n, 2*n))
        rhs = np.zeros((2*n, cells + 1))
        A[j, j] = 0.5 - c/h
        A[j, j+1] = 0.5 + c/h
        A[cells+j, n+j] = 0.5 + c/h
        A[cells+j, n+j+1] = 0.5 - c/h
        rhs[j, j] = 1
        rhs[cells+j, j] = 1
        # right-movers leaving the plane at the left end of the cell
        A[2*cells, 0] = 1
        A[2*cells, cells] -= trans
        A[2*cells, n] -= refl
        rhs[2*cells, cells] = trans
        # left-movers leaving the plane at the right end of the cell
        A[2*cells+1, n+cells] = 1
        A[2*cells+1, n] -= trans
        A[2*cells+1, cells] -= refl
        rhs[2*cells+1, cells] = -trans
        sol = np.linalg.solve(A, rhs)
        right, left = sol[:n], sol[n:]
        both = right + left
        mean = weight * 0.25 * (both[1:] + both[:-1])
        K += mean[:, :cells]
        drive += mean[:, cells]
        flux = 0.5 * weight * c * (right[0] - left[0])
        flux_row += flux[:cells]
        flux_drive += flux[cells]
    density = np.linalg.lstsq(np.eye(cells) - K, drive, rcond=1e-10)[0]
    current = flux_row @ density + flux_drive
    return 1 / (3 * D_over_lam * current)


def film_conductivity(alpha, kappa, specular=0.0):
    """sigma/sigma0 with boundaries and surfaces; kappa = thickness/lam."""
    x, w = np.polynomial.legendre.leggauss(80)
    angle, wt = (x + 1)*np.pi/4, w*np.pi/4
    theta, phi = angle[:, None], angle[None, :]
    cx, cz = np.sin(theta)*np.cos(phi), np.cos(theta)
    H = 1 + alpha/cx
    decay = np.exp(-kappa*H/cz)
    loss = cz/(kappa*H)*(1-specular)*(1-decay)/(1-specular*decay)
    integrand = np.sin(theta) * cx**2/H * (1 - loss)
    return 6/np.pi * (wt @ integrand @ wt)


# Closed form and slope against the angular integrals
for a in (0.05, 0.4, 1.0, 3.0, 10.0):
    direct = 3*quad(lambda c: c**3/(c + a), 0, 1)[0]
    slope = -3*quad(lambda c: c**3/(c + a)**2, 0, 1)[0]
    assert abs(F(a) - direct) < 1e-9
    assert abs(F_slope(a) - slope) < 1e-9
assert abs(1/F(1e-3) - (1 + 1.5e-3)) < 2e-6
assert abs(1/F(40.0) - (160/3 + 16/15)) < 2e-3

# Delta-plane reflection law against a thin finite barrier
for c in (0.2, 0.6, 1.0):
    assert abs(barrier_reflection(0.5, c) - 0.5/(0.5 + c**2)) < 1e-3

# Kinetic equation: no planes, then closely spaced planes with alpha = 1
assert abs(kinetic_ratio(0.0, 1.0) - 1) < 1e-8
close_spacing = 0.02
kinetic_close = kinetic_ratio(close_spacing/2, close_spacing)
assert abs(kinetic_close*F(1.0) - 1) < 0.01
# omitting the factor 2 would predict a clearly different resistivity
assert abs(kinetic_close*F(0.5) - 1) > 0.2

# Worked example: rough copper-like values near 300 K
rho0, lam, D, thickness = 1.7, 39.0, 39.0, 200.0   # uOhm cm, nm, nm, nm
ratio = 2.38
density_e = 8.5e28                                # 1/m^3, rough
kF = (3*np.pi**2*density_e)**(1/3)
lam_free = const.hbar*kF/(density_e*const.e**2)/(rho0*1e-8)*1e9
assert abs(lam_free/lam - 1) < 0.05
rho = ratio*rho0
sheet = rho*1e-8/(thickness*1e-9)
alpha = infer_alpha(ratio)
R = infer_R(ratio, D/lam)
newton = 1 + (1/ratio - F(1.0))/F_slope(1.0)
assert abs(newton - alpha) < 1e-5
assert abs(R - 0.5) < 0.002
# forward check by quadrature from the inferred R
a_back = lam/D*R/(1-R)
assert abs(1/(3*quad(lambda c: c**3/(c+a_back), 0, 1)[0]) - ratio) < 1e-8
R_low, R_high = infer_R(2.375, D/lam), infer_R(2.385, D/lam)

# Sensitivities against finite differences of the inversion
sens_D = R*(1-R)
sens_rho = R*(1-R)*F(alpha)/(alpha*abs(F_slope(alpha)))
e = 1e-4
fd_D = (infer_R(ratio, D/lam*np.exp(e)) - infer_R(ratio, D/lam*np.exp(-e)))/(2*e)
fd_rho = (infer_R(ratio*np.exp(e), D/lam) - infer_R(ratio*np.exp(-e), D/lam))/(2*e)
assert abs(fd_D - sens_D) < 1e-6 and abs(fd_rho - sens_rho) < 1e-6

# Strict reflection probability of delta planes, homogenized and discrete
r_hom = alpha*D/lam/2
RN_hom = r_hom/(1 + r_hom)
kinetic_equal = kinetic_ratio(r_hom, D/lam)
kinetic_fine = kinetic_ratio(r_hom, D/lam, cells=80, angles=24)
assert abs(kinetic_equal/kinetic_fine - 1) < 1e-3
assert abs(kinetic_equal/ratio - 1) < 0.10
r_disc = brentq(lambda r: kinetic_ratio(r, D/lam) - ratio, 0.2, 1.0, xtol=1e-6)
RN_disc = r_disc/(1 + r_disc)

# Surface scattering: limits of the film integral, then re-inversion
assert abs(film_conductivity(0.0, 20.0) - (1 - 3/(8*20))) < 1e-6
assert abs(film_conductivity(1.0, 1e9) - F(1.0)) < 1e-6
kappa = thickness/lam
ratio_surface = 1/film_conductivity(alpha, kappa)
a_surf = brentq(lambda a: film_conductivity(a, kappa) - 1/ratio, 0.1, 3)
R_surf = a_surf*D/lam/(1 + a_surf*D/lam)
assert R_surf < R


def R_with_background(b):
    """Grain interior has resistivity b*rho0 and mean free path lam/b."""
    return infer_R(ratio/b, b*D/lam)


R_warm = R_with_background(310/300)
R_impure = R_with_background(1.10)
assert R_impure < R_warm < R

print(f"bulk resistivity rho0 (rough input)        {rho0:.2f} uOhm cm")
print(f"bulk mean free path lam (rough input)      {lam:.1f} nm")
print(f"carrier density (rough input)              {density_e:.2e} 1/m^3")
print(f"free-electron mean free path from rho0     {lam_free:.1f} nm")
print(f"boundary spacing D (input)                 {D:.1f} nm")
print(f"film thickness (input)                     {thickness:.0f} nm")
print(f"resistivity ratio rho/rho0 (input)         {ratio:.2f} (no unit)")
print(f"film resistivity rho                       {rho:.3f} uOhm cm")
print(f"sheet resistance                           {sheet:.4f} Ohm/sq")
print(f"target 1/ratio                             {1/ratio:.6f} (no unit)")
print(f"F(1)                                       {F(1.0):.6f} (no unit)")
print(f"1/F(1)                                     {1/F(1.0):.5f} (no unit)")
print(f"F'(1)                                      {F_slope(1.0):.6f} (no unit)")
print(f"alpha, one Newton step from 1              {newton:.6f} (no unit)")
print(f"alpha, full numerical root                 {alpha:.6f} (no unit)")
print(f"R, usual convention                        {R:.5f} (no unit)")
print(f"R for ratio 2.375                          {R_low:.4f} (no unit)")
print(f"R for ratio 2.385                          {R_high:.4f} (no unit)")
print(f"small-alpha estimate of alpha              {(ratio-1)/1.5:.4f} (no unit)")
print(f"large-alpha estimate of alpha              {(ratio-16/15)*0.75:.4f} (no unit)")
print(f"dR/dlnD                                    {sens_D:.4f} (no unit)")
print(f"dR/dln(rho)                                {sens_rho:.4f} (no unit)")
print(f"change of R for +10% in D (linear)         {0.1*sens_D:.4f} (no unit)")
print(f"change of R for +5% in rho (linear)        {0.05*sens_rho:.4f} (no unit)")
print(f"kinetic test: spacing D/lam                {close_spacing:.2f} (no unit)")
print(f"kinetic test: rho/rho0 at alpha=1          {kinetic_close:.4f} (no unit)")
print(f"prediction if factor 2 were omitted        {1/F(0.5):.4f} (no unit)")
print(f"R_N of delta planes, homogenized           {RN_hom:.4f} (no unit)")
print(f"kinetic rho/rho0 at D=lam, same R_N        {kinetic_equal:.4f} (no unit)")
print(f"R_N of delta planes, discrete, D=lam       {RN_disc:.4f} (no unit)")
print(f"rho/rho0 with diffuse surfaces added       {ratio_surface:.4f} (no unit)")
print(f"R re-inferred with diffuse surfaces        {R_surf:.4f} (no unit)")
print(f"R re-inferred, film 10 K warmer            {R_warm:.4f} (no unit)")
print(f"R re-inferred, 10% impurity resistivity    {R_impure:.4f} (no unit)")
print("done: every assertion held")
```

It prints:

```
bulk resistivity rho0 (rough input)        1.70 uOhm cm
bulk mean free path lam (rough input)      39.0 nm
carrier density (rough input)              8.50e+28 1/m^3
free-electron mean free path from rho0     38.7 nm
boundary spacing D (input)                 39.0 nm
film thickness (input)                     200 nm
resistivity ratio rho/rho0 (input)         2.38 (no unit)
film resistivity rho                       4.046 uOhm cm
sheet resistance                           0.2023 Ohm/sq
target 1/ratio                             0.420168 (no unit)
F(1)                                       0.420558 (no unit)
1/F(1)                                     2.37779 (no unit)
F'(1)                                      -0.238325 (no unit)
alpha, one Newton step from 1              1.001638 (no unit)
alpha, full numerical root                 1.001640 (no unit)
R, usual convention                        0.50041 (no unit)
R for ratio 2.375                          0.4995 (no unit)
R for ratio 2.385                          0.5013 (no unit)
small-alpha estimate of alpha              0.9200 (no unit)
large-alpha estimate of alpha              0.9850 (no unit)
dR/dlnD                                    0.2500 (no unit)
dR/dln(rho)                                0.4409 (no unit)
change of R for +10% in D (linear)         0.0250 (no unit)
change of R for +5% in rho (linear)        0.0220 (no unit)
kinetic test: spacing D/lam                0.02 (no unit)
kinetic test: rho/rho0 at alpha=1          2.3778 (no unit)
prediction if factor 2 were omitted        1.7006 (no unit)
R_N of delta planes, homogenized           0.3337 (no unit)
kinetic rho/rho0 at D=lam, same R_N        2.3713 (no unit)
R_N of delta planes, discrete, D=lam       0.3351 (no unit)
rho/rho0 with diffuse surfaces added       2.4491 (no unit)
R re-inferred with diffuse surfaces        0.4872 (no unit)
R re-inferred, film 10 K warmer            0.4940 (no unit)
R re-inferred, 10% impurity resistivity    0.4806 (no unit)
done: every assertion held
```
